# Which diffraction orders of a circular-hole mask can vanish?

## Problem

An opaque mask carries a square array of circular openings, with period $p$ along both axes and one opening of radius $a$ in each cell. A plane wave of unit amplitude falls on it at normal incidence. The openings do not overlap, though they may touch.

The mask is thin in the following sense: the field just behind it is the incident field multiplied by a transmission $t$, equal to 1 in the openings and 0 elsewhere. The field is treated as a scalar.

(a) Find the amplitude of each diffraction order $(m,n)$.

(b) Show that the $(1,1)$ order vanishes at one allowed radius, and find that radius.

(c) Show that the $(1,0)$ order vanishes at no allowed radius.

(d) Find the null radius for a mask period of 960 nm and a wavelength of 193 nm, and judge how far the thin-mask model can be trusted there.

**Conventions.** Lengths in the mask plane are measured in periods, so a cell has unit area and the radius becomes $\rho=a/p$. Absence of overlap means $0<\rho\le 1/2$, with touching at $\rho=1/2$. The origin is at the centre of an opening. The transmission is periodic, so

$$t(x,y)=\sum_{m,n}c_{mn}\,e^{2\pi i(mx+ny)} .$$

Each term is one order, and $c_{mn}$ is its amplitude. To isolate a coefficient, multiply by $e^{-2\pi i(mx+ny)}$ and integrate over a cell. Every other term completes whole oscillations and integrates to zero, which leaves

$$c_{mn}=\int_{\rm disc}e^{-2\pi i(mx+ny)}\,dx\,dy. \tag{1}$$

The integral covers only the disc because $t=0$ outside it.

## First estimate by scaling

Let $q=\sqrt{m^2+n^2}$, and let $u$ be the coordinate along the direction $(m,n)$. Then $mx+ny=qu$. The disc is round, so it looks the same along any direction. At position $u$ it has a chord of length $2s(u)$, where

$$s(u)=\sqrt{\rho^2-u^2}\quad(|u|<\rho),\qquad s(u)=0\quad\text{otherwise}.$$

Integrating (1) along the chord first gives

$$c_{mn}=\int_{-\rho}^{\rho}2s(u)\cos(2\pi qu)\,du. \tag{2}$$

The sine part of the exponential has dropped out because $s(u)$ is even. The amplitude is therefore real.

Now put $u=v/q$. Then $du=dv/q$ and $s=\sqrt{(q\rho)^2-v^2}/q$, so

$$c_{mn}=\frac{1}{q^2}\int_{-q\rho}^{q\rho}2\sqrt{(q\rho)^2-v^2}\,\cos(2\pi v)\,dv .$$

Apart from the prefactor, the amplitude depends on $q$ and $\rho$ only through the product $q\rho$. The first null of every order therefore has the form

$$\rho_{\rm null}=\frac{\kappa}{q},$$

with one number $\kappa$ common to all orders.

To estimate $\kappa$, ignore the variation of the chord and replace $2s(u)$ by a constant, as for a slit of width $2\rho$. The remaining integral is

$$\int_{-\rho}^{\rho}\cos(2\pi qu)\,du=\frac{\sin(2\pi q\rho)}{\pi q},$$

which first vanishes at $2\pi q\rho=\pi$, so $\kappa\approx 1/2$. The opening then spans one full period $1/q$ of the phase, and its positive and negative contributions cancel.

For $(1,1)$, where $q=\sqrt2$, the estimate is $\rho\approx1/(2\sqrt2)=0.354$. This is inside the allowed range. For $(1,0)$, where $q=1$, it is $\rho\approx0.5$, which is just where the openings touch. The estimate thus makes a null of $(1,1)$ plausible but leaves the $(1,0)$ question undecided. The answer depends on whether the true $\kappa$ is above $1/2$.

## Exact solution

### The amplitude

Use polar coordinates with the angle $\varphi$ measured from the direction $(m,n)$, so that $u=r\cos\varphi$ and

$$c_{mn}=\int_0^\rho r\,dr\int_0^{2\pi}\cos(2\pi qr\cos\varphi)\,d\varphi .$$

The angular integral defines the Bessel function $J_0$:

$$J_0(z)=\frac1{2\pi}\int_0^{2\pi}\cos(z\cos\varphi)\,d\varphi .$$

Hence

$$c_{mn}=2\pi\int_0^\rho J_0(2\pi qr)\,r\,dr. \tag{3}$$

The radial integral needs a function whose derivative is $zJ_0(z)$. Expand the cosine in powers of $z\cos\varphi$ and use the angular average of $\cos^{2k}\varphi$, which is $(2k)!/[4^k(k!)^2]$. This gives

$$J_0(z)=\sum_{k=0}^\infty\frac{(-1)^k}{(k!)^2}\left(\frac z2\right)^{2k}.$$

The function $J_1$ has the series

$$J_1(z)=\sum_{k=0}^\infty\frac{(-1)^k}{k!\,(k+1)!}\left(\frac z2\right)^{2k+1}.$$

Multiply by $z=2(z/2)$ and differentiate term by term. The power $(z/2)^{2k+2}$ has derivative $(k+1)(z/2)^{2k+1}$, so

$$\frac{d}{dz}[zJ_1(z)]=\sum_k\frac{(-1)^k\,2(k+1)}{k!\,(k+1)!}\left(\frac z2\right)^{2k+1}
=z\sum_k\frac{(-1)^k}{(k!)^2}\left(\frac z2\right)^{2k}=zJ_0(z).$$

In (3), set $z=2\pi qr$, so that $r\,dr=z\,dz/(2\pi q)^2$. The upper limit is $Z=2\pi q\rho$, and

$$c_{mn}=\frac{2\pi}{(2\pi q)^2}\,ZJ_1(Z)=\frac{\rho}{q}\,J_1(2\pi q\rho),\qquad q>0. \tag{4}$$

This answers part (a) for all orders but the undiffracted one. For that order (1) is simply the area of the disc, $c_{00}=\pi\rho^2$. Equation (4) agrees with it in the limit $q\to0$, since $J_1(Z)\approx Z/2$ for small $Z$.

### The (1,1) order

With $q=\sqrt2$,

$$c_{11}=\frac{\rho}{\sqrt2}\,J_1(2\pi\sqrt2\,\rho).$$

The first two positive zeros of $J_1$ are at 3.8317 and 7.0156. They correspond to

$$\rho=\frac{3.8317}{2\pi\sqrt2}=0.4312,\qquad \rho=\frac{7.0156}{2\pi\sqrt2}=0.7895 .$$

The first is allowed. The second exceeds $1/2$, and so do the radii for all later zeros. The $(1,1)$ order therefore vanishes at one allowed radius, $a=0.431\,p$. Finding the root of integral (1) numerically, without using (4), gives the same value, 0.43122.

The amplitude changes sign at this radius. Differentiating (3) with respect to its upper limit gives

$$\frac{dc_{mn}}{d\rho}=2\pi\rho\,J_0(2\pi q\rho). \tag{5}$$

This is the contribution of a thin ring added at the edge of the opening, per unit increase of radius. For $(1,1)$ at the null it equals $-1.091$. Smaller openings give positive $c_{11}$ and larger ones negative $c_{11}$, down to $-0.076$ when the openings touch. A negative amplitude means a phase shift of $\pi$ relative to the undiffracted order.

### The (1,0) order

With $q=1$,

$$c_{10}=\rho J_1(2\pi\rho).$$

A zero would require $\rho=3.8317/(2\pi)=0.6098$, which exceeds $1/2$. In the allowed range the argument of $J_1$ is at most $\pi$, below the first positive zero. Since $J_1(z)\approx z/2>0$ for small $z$, it stays positive up to that zero. Hence $c_{10}>0$ throughout $0<\rho\le1/2$. The orders $(-1,0)$, $(0,1)$ and $(0,-1)$ have the same $q$ and so the same amplitude.

The amplitude does tend to zero as the opening itself disappears, but $\rho=0$ is not an opening. It reaches its largest value, 0.199, at $\rho=0.383$, where the ring contribution (5) changes sign. At touching it has fallen only to 0.142.

### The other orders

The exact scaling constant is $\kappa=0.6098$. A first null at $\rho=\kappa/q$ is allowed if $\kappa/q\le1/2$, that is, if $q\ge1.22$. After $q=1$, the next value on a square array is $q=\sqrt2$, which satisfies this condition, as do all larger values. In this model, then, the four orders with $q=1$ are the only diffracted orders that cannot be removed by choosing the radius.

## Comparison of the estimate with the exact result

The estimate gives $\kappa=0.5$ and the exact calculation gives 0.610. The estimate is low by 18% of the exact value, for every order alike. The ratio of the $(1,0)$ and $(1,1)$ null radii, $\sqrt2$, is correct because it follows from scaling alone.

The sign of the error can be proved, and the proof settles part (c) without Bessel functions. Let $L=1/(2q)$ be half a phase period, and suppose $\rho\le L$. Since the integrand in (2) is even and $s$ vanishes beyond $\rho$,

$$c_{mn}=4\int_0^L s(u)\cos(2\pi qu)\,du .$$

Split the range at $L/2$. In the outer half put $u=L-v$. There

$$\cos[2\pi q(L-v)]=\cos(\pi-2\pi qv)=-\cos(2\pi qv).$$

Renaming $v$ as $u$ and combining the halves gives

$$c_{mn}=4\int_0^{L/2}\cos(2\pi qu)\,[\,s(u)-s(L-u)\,]\,du. \tag{6}$$

The cosine is positive inside this range. The point $u$ is nearer the centre than $L-u$, and chords shorten away from the centre. The bracket is therefore never negative, and it is positive wherever $u<\rho$. It follows that $c_{mn}>0$ for all $0<\rho\le1/(2q)$.

The slit estimate is thus a strict lower bound on the null radius. A slit gives equal weight to the positive centre and the negative flanks, while a disc gives the flanks shorter chords. The disc must therefore be wider than one phase period before the two balance. At the exact null its diameter is $2\kappa=1.22$ phase periods. For $(1,0)$ one phase period is the array period itself, so an opening of the required width would overlap its neighbours. For $(1,1)$ the phase period is shorter by $\sqrt2$, and there is room.

**The shape matters.** Consider instead square openings of side $w$, in periods, with edges parallel to the array axes. Integral (1) then separates into two factors, and

$$c_{10}=\frac{w\sin(\pi w)}{\pi},\qquad c_{11}=\frac{\sin^2(\pi w)}{\pi^2}.$$

Both are positive for $0<w<1$. At $w=1$ the openings merge and no mask is left. Whether $(1,1)$ has an allowed null therefore depends on the shape of the opening and not on the square array alone. The circle is not the only shape that has one: a regular octagon with four edges parallel to the axes nulls $(1,1)$ when the distance from its centre to an edge is 0.420 periods.

## A numerical case

Take a mask of period 960 nm, imaged with fourfold reduction to a wafer period of 240 nm. The wavelength is 193 nm and the numerical aperture is 1.35. The null radius at the mask is

$$a=0.43122\times960\ \text{nm}=414\ \text{nm}.$$

The diameter is 828 nm, which leaves a gap of 132 nm between neighbouring openings.

The null matters for the image only if the lens would otherwise accept the order. On the wafer side, an order has $n_w\sin\theta=q\lambda/p_w$, where $n_w$ is the refractive index there, $\theta$ the angle from the axis and $p_w$ the wafer period. The values are $193/240=0.804$ for $(1,0)$, 1.137 for $(1,1)$ and 1.608 for $(2,0)$. With a limit of 1.35, the lens accepts the first two kinds and rejects $(2,0)$ and everything beyond it. At the null radius, the nine accepted beams are reduced to five: the undiffracted one, with $c_{00}=0.584$, and four with $c_{10}=0.189$.

A radius error of 10 nm at the mask is $10/960=0.0104$ periods. Equation (5) predicts a change in $c_{11}$ of $1.091\times10/960=0.0114$ in size. Direct evaluation gives $+0.0112$ for the smaller opening and $-0.0115$ for the larger. Either is about 2% of $c_{00}$ at the null.

## How far the thin-mask result holds

Two changes leave the null in place within the thin-mask model. If the opaque part has a uniform transmission $t_b$, then $t$ is $t_b$ plus $(1-t_b)$ times the original pattern. The constant contributes only to the $(0,0)$ order, and every other amplitude is multiplied by $1-t_b$. If the illumination is tilted, the incident wave gains a phase factor that turns all the orders but leaves the coefficients of $t$ unchanged. Tilt can, however, alter which orders the lens accepts.

Other departures do not leave the null in place: a real absorber has a thickness and an optical response of its own, and light is a vector field. To size their combined effect, take an absorber 80 nm thick with refractive index $0.8+1.7i$, on a substrate of index 1.56, with air in the openings and beyond the mask. These are model parameters. Light arrives from the substrate at normal incidence with its electric field along $x$. Maxwell's equations were solved by expanding the fields in Fourier harmonics along $x$ and $y$ and matching the tangential fields at both faces of the layer. The table gives field strengths relative to the $(0,0)$ order at $a=414$ nm, with harmonics up to 12 in each direction.

| Order | Thin mask | Maxwell |
|---|---|---|
| $(1,1)$ | 0 | 0.044 |
| $(1,0)$ | 0.324 | 0.360 |
| $(0,1)$ | 0.324 | 0.345 |

With harmonics only up to 8, the Maxwell values are 0.047, 0.368 and 0.343, so even the second decimal is not settled. The cause is the sharp absorber edge, where the field component normal to the edge jumps. A formulation that treats this component separately converges faster and gives about 0.039, 0.340 and 0.346. The tabulated values are therefore uncertain by up to about 0.02. The $(1,1)$ order is weak but not absent. The $(1,0)$ and $(0,1)$ orders need no longer be equal, because the polarization distinguishes the two axes, but the table gives them in the wrong order: the faster-converging values, which change by only about 0.001 between 10 and 19 harmonics, make $(0,1)$ slightly the larger.

A scan from $\rho=0.38$ to 0.49 in steps of 0.005, with harmonics up to 8, finds the weakest $(1,1)$ field at $\rho=0.450$, or 432 nm. It is still 0.033 of the $(0,0)$ field. This minimum lies about 18 nm outside the thin-mask radius, and no scanned radius gives a null. The faster-converging formulation, with the same step near the minimum, finds the weakest field at $\rho=0.445$, about 13 nm outside, where it is about 0.032 of the $(0,0)$ field. The better-converged shift in this example is therefore about 12 to 13 nm, or 3%, and the 18 nm figure overstates it. A true null would require the real and imaginary parts of every field component of the order to vanish together, which varying one radius need not achieve. The $(1,0)$ and $(0,1)$ fields both stay above 0.2 of the $(0,0)$ field throughout the scan, so the conclusion of part (c) survives there.

Two effects can be sized simply. Bulk decay through the absorber leaves an amplitude of $\exp(-2\pi\times1.7\times80/193)=0.012$. When transmission and reflection at its two faces are included, a uniform absorber film passes 0.016 of the amplitude that a bare substrate surface passes. As a uniform background, this would change the diffracted amplitudes by at most about 2%. At the steepest angle the lens accepts on the mask side, where $\sin\theta=1.35/4$, the absorber edge casts a geometric shadow of 29 nm. That is 7% of the null radius, so the normal-incidence figures should not be carried over unchanged to strongly tilted light.

The wavelength, aperture and reduction are roughly those of an argon-fluoride immersion scanner. The shift of a few percent and the residual field found above come from replacing the thin scalar mask by a Maxwell model of an absorbing layer on a substrate. The calculation does not separate the share of thickness from that of the other changes. For such a mask, 414 nm is a starting radius for an electromagnetic calculation and not a final dimension.

## Computed values

```
first positive zero of J1: 3.83171
second positive zero of J1: 7.01559
(1,1) null, radius/period: 0.43122
same null from direct integral: 0.43122
second (1,1) zero, radius/period: 0.7895
(1,0) zero would need radius/period: 0.6098
c10 for touching openings: 0.1423
c11 for touching openings: -0.0761
largest c10: 0.1987
radius/period at largest c10: 0.3827
slope dc11/d(radius/period) at null: -1.0912
wavelength: 193 nm
numerical aperture: 1.35
reduction factor: 4
wafer period: 240 nm
mask period: 960 nm
null radius at mask: 414.0 nm
null diameter at mask: 827.9 nm
gap between openings at mask: 132.1 nm
diagonal phase period at mask: 678.8 nm
(1,0) wafer-side n*sin(angle): 0.804
(1,1) wafer-side n*sin(angle): 1.137
(2,0) wafer-side n*sin(angle): 1.608
c00 at null: 0.5842
c10 at null: 0.1892
c10/c00 at null: 0.3238
c11 with radius 10 nm too small: 0.01121
c11 with radius 10 nm too large: -0.01149
absorber thickness: 80 nm
absorber index: 0.8 + 1.7i
substrate index: 1.56
absorber amplitude leakage, bulk decay only: 0.0119
edge shadow at largest lens angle: 28.7 nm
lossless energy sum, Maxwell test: 1.00000000
Maxwell (1,1)/(0,0) field, cutoff 8: 0.0474
Maxwell (1,1)/(0,0) field, cutoff 12: 0.0444
Maxwell (1,0)/(0,0) field, cutoff 8: 0.3683
Maxwell (1,0)/(0,0) field, cutoff 12: 0.3602
Maxwell (0,1)/(0,0) field, cutoff 8: 0.3431
Maxwell (0,1)/(0,0) field, cutoff 12: 0.3450
scan range, radius/period: 0.380 to 0.490
scan step, radius/period: 0.005
Maxwell smallest (1,1)/(0,0) in scan: 0.0330
radius/period at that minimum: 0.450
radius at that minimum: 432.0 nm
Maxwell smallest (1,0)/(0,0) in scan: 0.2491
Maxwell smallest (0,1)/(0,0) in scan: 0.2229
```
